**Triangular-well subband in InAs and the size of the neglected effects**

The program tests $E_1=a_1[\hbar^2(eF)^2/(2m)]^{1/3}$, where $m$ is the electron mass, $F$ the uniform field and $-a_1$ the first zero of the decaying solution of $y''=xy$. For $m=0.023\,m_0$ and $F=10^7$ V/m it finds $E_1=0.128$ eV above the well bottom. It asserts that the zero found from power series agrees with a library Airy zero, and that the level, mean depth, energy shares and field scaling agree with diagonalization on a grid. A two-band calculation gives 0.121 eV, and its ratio to the parabolic level is asserted to agree with a phase-integral estimate within 0.02. Finite-wall levels of 0.123 and 0.098 eV, for barrier masses $m$ and $m_0$, are asserted to agree with two-region diagonalization within 1 meV. A Schrödinger–Poisson solution with the same surface field gives 0.114 eV; the program asserts its convergence, its charge balance and a band bending smaller than the gap. The output also gives a first-order image-potential shift of +0.003 eV, which the text does not use.

## Numerical check

```python
# Result under test: an electron of mass m in the potential energy e*F*z (z > 0)
# with a hard wall at z = 0 has its lowest level at
#     E1 = a1 * (hbar^2 (e F)^2 / (2 m))^(1/3),
# where -a1 is the first zero of the decaying solution of y'' = x y.
# For m = 0.023 m0 and F = 1e7 V/m this is 0.128 eV above the well bottom.
# Energies are in eV and lengths in nm throughout. K = hbar^2/(2 m).
# The program also sizes effects that this model neglects in InAs.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import ai_zeros, airy, expit

mass = 0.023                     # in free-electron masses
field = 1.0e7                    # V/m
slope = field * 1e-9             # e*F in eV/nm
K0 = sc.hbar**2 / (2 * sc.m_e * sc.e) * 1e18   # free electron, eV nm^2
K = K0 / mass
gap, eps_r, affinity = 0.35, 15.0, 4.9         # rough InAs values
donors = 1.0e17 * 1e-21          # rough doping, nm^-3
temperature = 300.0
kT = sc.k * temperature / sc.e


def levels(potential, inverse_mass, h, count):
    """Lowest levels; inverse_mass is given midway between the grid nodes."""
    t = K0 * inverse_mass / h**2
    energy, vec = eigh_tridiagonal(t[:-1] + t[1:] + potential, -t[1:-1],
                                   select='i', select_range=(0, count - 1))
    return energy, vec**2        # probabilities per node, each column sums to 1


def series_pair(x):
    """Power-series solutions of y'' = x y: f starts as 1, g starts as x."""
    f_term, g_term = 1.0, x
    f, g = f_term, g_term
    for k in range(80):
        f_term *= x**3 / ((3*k + 2) * (3*k + 3))
        g_term *= x**3 / ((3*k + 3) * (3*k + 4))
        f += f_term
        g += g_term
    return f, g


# The decaying solution f - r g and its first zero
ratio = {x: series_pair(x)[0] / series_pair(x)[1] for x in (2.0, 4.0, 6.0)}
r = ratio[6.0]


def decaying(x):
    f, g = series_pair(x)
    return f - r * g


a1 = brentq(lambda a: decaying(-a), 2.0, 3.0)
assert abs(a1 + ai_zeros(1)[0][0]) < 1e-6
assert min(decaying(-a) for a in np.linspace(0, a1 - 0.01, 200)) > 0
zero_gap = np.pi / np.sqrt(a1)

length = (K / slope)**(1/3)
scale = slope * length
E1 = a1 * scale
assert round(E1, 3) == 0.128

# Direct diagonalization of the triangular well
h = 0.05
z = h * np.arange(1, 1600)
constant_mass = np.full(len(z) + 1, 1 / mass)
E_grid, prob = levels(slope * z, constant_mass, h, 2)
p1 = prob[:, 0]
mean_z = np.sum(p1 * z)
potential_part = slope * mean_z
assert abs(E_grid[0] - E1) < 2e-5
assert abs(mean_z - 2 * E1 / (3 * slope)) < 5e-3
assert abs((E_grid[0] - potential_part) - E1 / 3) < 5e-5
E_double = levels(2 * slope * z, constant_mass, h, 1)[0][0]
assert abs(E_double / E_grid[0] - 2**(2/3)) < 1e-3
spacing = E_grid[1] - E_grid[0]

# Nonparabolic band: the local mass grows with the local kinetic energy
z_np = h * np.arange(1, 700)
z_mid = h * (np.arange(700) + 0.5)
E_np = E1
for _ in range(60):
    local = mass * (1 + (E_np - slope * z_mid) / gap)
    assert local.min() > 0
    E_new = levels(slope * z_np, 1 / local, h, 1)[0][0]
    change = abs(E_new - E_np)
    E_np = E_new
    if change < 1e-10:
        break
assert change < 1e-9


def phase_level(alpha):
    """Level from the phase integral 3 pi/4; alpha is the inverse gap."""
    def mismatch(E):
        area = quad(lambda e: np.sqrt(e * (1 + alpha * e) / K), 0, E)[0]
        return area / slope - 0.75 * np.pi
    return brentq(mismatch, 0.01, 0.5)


phase_ratio = phase_level(1 / gap) / phase_level(0.0)
assert abs(E_np / E1 - phase_ratio) < 0.02
assert E_np < E1

# Finite vacuum wall for two choices of the mass inside the barrier
wall = {}
for barrier_mass in (mass, 1.0):
    def leak(E, mb=barrier_mass):
        return mb / (mass * np.sqrt(mb * (affinity - E) / K0))

    def matching(a):
        ai, aip = airy(-a)[:2]
        return ai - leak(a * scale) / length * aip

    E_wall = brentq(matching, 1.05, a1) * scale
    step = 0.02
    j = np.arange(-99, 3000)
    mid = np.arange(-99.5, 3000)
    V_wall = np.where(j < 0, affinity, slope * step * j)
    V_wall[j == 0] = affinity / 2      # the interface node is half barrier
    inv = np.where(mid < 0, 1 / barrier_mass, 1 / mass)
    E_check = levels(V_wall, inv, step, 1)[0][0]
    assert abs(E_check - E_wall) < 1e-3
    wall[barrier_mass] = (leak(E_wall), E_wall)

# Repulsive image potential at a vacuum surface, first order
coulomb = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9     # eV nm
image = coulomb * (eps_r - 1) / (4 * eps_r * (eps_r + 1)) * np.sum(p1 / z)

# Self-consistent layer with the same surface field; Fermi level at zero
c = sc.e / (sc.epsilon_0 * eps_r) * 1e9               # e^2/eps in eV nm
hs, nodes = 0.4, 501
zs = hs * np.arange(nodes)
width = np.full(nodes, hs)
width[[0, -1]] = hs / 2
lap = (np.diag(np.full(nodes, -2.0)) + np.diag(np.ones(nodes - 1), 1)
       + np.diag(np.ones(nodes - 1), -1)) / hs
lap[0, 0] = lap[-1, -1] = -1 / hs
surface = np.zeros(nodes)
surface[0] = slope
dos = 1 / (2 * np.pi * K)                            # per eV and nm^2
V = -10 * slope * np.exp(-zs / 10)
for iteration in range(150):
    E_sc, prob_sc = levels(V[1:-1], np.full(nodes - 1, 1 / mass), hs, 50)
    density = np.zeros(nodes)
    response = np.zeros(nodes)
    density[1:-1] = prob_sc @ (dos * kT * np.logaddexp(0, -E_sc / kT)) / hs
    response[1:-1] = prob_sc @ (dos * expit(-E_sc / kT)) / hs
    residual = width * c * (donors - density) - (lap @ V - surface)
    dV = np.linalg.solve(lap - np.diag(width * c * response), residual)
    if np.max(np.abs(dV)) < 1e-7:
        break
    V = V + 0.6 * np.clip(dV, -0.05, 0.05)
assert np.max(np.abs(dV)) < 1e-6
sheet = slope / c                                    # nm^-2
assert abs(np.sum(width * (density - donors)) / sheet - 1) < 1e-3
bulk = int(round(130 / hs))
assert abs(density[bulk] / donors - 1) < 0.05
E1_sc = E_sc[0] - V[0]
bending = V[bulk] - V[0]
mean_field = np.sum(prob_sc[:, 0] * np.gradient(V, hs)[1:-1])
excess = np.max(V - V[0] - slope * zs)
assert excess < 1e-3
assert E1_sc < E1 and mean_field < slope
assert bending < gap

print(f"mass: {mass:.3f} m0")
print(f"field: {field/1e8:.2f} MV/cm; force eF: {slope:.4f} eV/nm")
print(f"hbar^2/(2 m0): {K0:.6f} eV nm^2")
print(f"K = hbar^2/(2 m): {K:.4f} eV nm^2")
for x, value in ratio.items():
    print(f"series ratio f/g at x = {x:.0f}: {value:.7f}")
for a in (2.33, 2.34):
    f, g = series_pair(-a)
    print(f"at x = -{a:.2f}: f {f:.5f}, g {g:.5f}, f-rg {f-r*g:.5f}")
print(f"first zero a1: {a1:.5f}")
print(f"least distance between zeros, pi/sqrt(a1): {zero_gap:.3f}")
print(f"length l: {length:.3f} nm")
print(f"energy scale eFl: {scale:.5f} eV")
print(f"E1 from formula: {E1:.5f} eV")
print(f"E1 from diagonalization: {E_grid[0]:.5f} eV")
print(f"mean depth from diagonalization: {mean_z:.3f} nm")
print(f"mean potential energy: {potential_part:.5f} eV")
print(f"mean kinetic energy: {E_grid[0]-potential_part:.5f} eV")
print(f"level ratio on doubling the field: {E_double/E_grid[0]:.4f}")
print(f"second level minus first: {spacing:.4f} eV")
print(f"temperature: {temperature:.0f} K; kT: {kT:.4f} eV")
print(f"rough gap: {gap:.2f} eV; rough affinity: {affinity:.1f} eV")
print(f"rough permittivity: {eps_r:.0f} (relative)")
print(f"rough donor density: {donors*1e21:.1e} cm^-3")
print(f"nonparabolic E1: {E_np:.4f} eV")
print(f"nonparabolic/parabolic, grid: {E_np/E1:.4f}")
print(f"nonparabolic/parabolic, phase integral: {phase_ratio:.4f}")
for mb, (delta, energy) in wall.items():
    print(f"finite wall, barrier mass {mb:.3f} m0: "
          f"delta {delta:.2f} nm, E1 {energy:.4f} eV")
print(f"image-potential shift: {image:+.4f} eV")
print(f"net sheet density eps F/e: {sheet*1e14:.2e} cm^-2")
print(f"self-consistent E1 above well bottom: {E1_sc:.4f} eV")
print(f"self-consistent mean field felt: {mean_field*10:.4f} MV/cm")
print(f"self-consistent Fermi level minus E1: {-E_sc[0]:.4f} eV")
print(f"self-consistent total band bending: {bending:.4f} eV")
print(f"largest excess of potential over ramp: {excess:.1e} eV")
print("no test failed")
```

Running it gives:

```
mass: 0.023 m0
field: 0.10 MV/cm; force eF: 0.0100 eV/nm
hbar^2/(2 m0): 0.038100 eV nm^2
K = hbar^2/(2 m): 1.6565 eV nm^2
series ratio f/g at x = 2: 0.7562524
series ratio f/g at x = 4: 0.7290398
series ratio f/g at x = 6: 0.7290111
at x = -2.33: f -0.36137, g -0.51767, f-rg 0.01601
at x = -2.34: f -0.37090, g -0.50364, f-rg -0.00374
first zero a1: 2.33811
least distance between zeros, pi/sqrt(a1): 2.055
length l: 5.492 nm
energy scale eFl: 0.05492 eV
E1 from formula: 0.12841 eV
E1 from diagonalization: 0.12841 eV
mean depth from diagonalization: 8.561 nm
mean potential energy: 0.08561 eV
mean kinetic energy: 0.04280 eV
level ratio on doubling the field: 1.5874
second level minus first: 0.0961 eV
temperature: 300 K; kT: 0.0259 eV
rough gap: 0.35 eV; rough affinity: 4.9 eV
rough permittivity: 15 (relative)
rough donor density: 1.0e+17 cm^-3
nonparabolic E1: 0.1211 eV
nonparabolic/parabolic, grid: 0.9433
nonparabolic/parabolic, phase integral: 0.9401
finite wall, barrier mass 0.023 m0: delta 0.59 nm, E1 0.1226 eV
finite wall, barrier mass 1.000 m0: delta 3.87 nm, E1 0.0978 eV
image-potential shift: +0.0032 eV
net sheet density eps F/e: 8.29e+11 cm^-2
self-consistent E1 above well bottom: 0.1140 eV
self-consistent mean field felt: 0.0623 MV/cm
self-consistent Fermi level minus E1: 0.0709 eV
self-consistent total band bending: 0.1709 eV
largest excess of potential over ramp: 2.7e-04 eV
no test failed
```
